\section*{The Thermodynamic Limit of Luminescent Solar Concentrators, part 2}

A clear slab contains a fluorescent dye at temperature $T$. Sunlight enters the front face. The dye absorbs photons of energy $E_1$, emits at $E_2<E_1$ and releases the difference as heat. Trapped light leaves through one edge to a receiver. How closely does its concentration approach the thermodynamic bound?

The flux $\Phi$ counts photons in air per unit area, time and photon energy. With $\Phi_1$ incident at $E_1$ and $\Phi_2$ emerging at $E_2$, $C=\Phi_2/\Phi_1$. For dilute light and uncoupled conversions, $C\le C_{\max}=(E_2/E_1)^2e^{(E_1-E_2)/kT}$.

The occupation $f$ is the mean photon number per mode; $f_1$ and $f_2$ are its hemispherical averages $\bar f$, weighted by $\cos\theta$. For a sun of half-angle $\theta_s$ at normal incidence, with occupation $f_s$ in its disc,
\begin{equation}
\bar f=\frac{f_s}{\pi}\int_0^{\theta_s}2\pi\sin\theta\cos\theta\,d\theta
=f_s\sin^2\theta_s .
\label{eq:dilution}
\end{equation}
One conversion requires
\begin{equation}
\frac{\Delta S}{k}=-\ln\!\left(1+\frac1{f_1}\right)+\ln\!\left(1+\frac1{f_2}\right)+\frac{E_1-E_2}{kT}\ge 0 ,
\label{eq:second}
\end{equation}
or equivalently
\begin{equation}
\frac{f_2}{1+f_2}\le x,\qquad
x=\frac{f_1}{1+f_1}\,e^{(E_1-E_2)/kT}.
\label{eq:full}
\end{equation}
For $x<1$ the full formula is $f_2\le x/(1-x)$; its dilute form is $f_2\le f_1e^{(E_1-E_2)/kT}$. A rate model of the dye gives the same full limit, which exceeds the dilute one by the relative amount
\begin{equation}
\frac{f_1\left(e^{(E_1-E_2)/kT}-1\right)}{1+f_1-f_1e^{(E_1-E_2)/kT}}>0 .
\label{eq:excess}
\end{equation}
The bound ends at $x=1$:
\begin{equation}
(E_1-E_2)_{\rm end}=kT\ln\!\left(1+\frac1{f_1}\right).
\label{eq:end}
\end{equation}

The excitation $\mu$ is the chemical potential of light in balance with the dye. For dilute light,
\begin{equation}
\Phi(E,\mu)=\frac{2\pi E^2}{h^3c^2}\,e^{(\mu-E)/kT},
\qquad
\frac{\Phi(E_2,\mu)}{\Phi(E_1,\mu)}=C_{\max}.
\label{eq:phimu}
\end{equation}

The slab has refractive index $n$, thickness $d$, length $L$ and geometric gain $G=L/d$, the ratio of front area to edge area. Its absorption coefficients $\alpha_1,\alpha_2$ at $E_1,E_2$ give $\tau_i=\alpha_id$. Its back, sides and far end are perfect mirrors; the remaining edge is open at $E_2$ only. Surface reflection outside total internal reflection is neglected, $\mu$ is taken as uniform, and the two bands are narrow and equally wide.

\subsection{Emission and escape}

The emission rate follows from equilibrium. At $\mu=0$ the slab is filled with thermal light. The flux per solid angle inside it is $n^2$ times that in air, because the wave vector at a given energy is $n$ times longer and the transverse mode density grows as its square. The rate of absorption per unit volume and energy is then
\begin{equation}
\alpha\,4\pi\,n^2\,\frac{2E^2}{h^3c^2}\,e^{-E/kT}=4n^2\alpha\,\Phi(E,0).
\label{eq:absrate}
\end{equation}
In equilibrium emission must equal absorption at each energy. Spontaneous emission is proportional to the excited population, hence to $e^{\mu/kT}$. For any $\mu$ in the dilute regime the emission per unit front area is therefore $4n^2\tau\,\Phi(E,\mu)$.

Let $m$ be the cosine of the internal angle to the face normal and $\zeta d$ the depth of emission. A photon can leave through the front if $m>m_c=\sqrt{1-1/n^2}$. Its path is $\zeta d/m$ if it starts upward, and $(2-\zeta)d/m$ if it is first reflected at the back. The fraction of isotropic emission in $dm$ is $dm/2$ for each of the two cases, so the escape probability is
\begin{align}
p&=\frac12\int_{m_c}^{1}\!dm\int_0^1\!d\zeta\left[e^{-\tau\zeta/m}+e^{-\tau(2-\zeta)/m}\right]\nonumber\\
&=\frac12\int_{m_c}^{1}\!dm\,\frac m\tau\left[\left(1-e^{-\tau/m}\right)+\left(e^{-\tau/m}-e^{-2\tau/m}\right)\right]\nonumber\\
&=\frac1{2\tau}\int_{m_c}^{1}m\left(1-e^{-2\tau/m}\right)dm .
\label{eq:p}
\end{align}
Now let light fall on the front from all outside directions. A ray at external angle $\theta$ has $m^2=1-\sin^2\theta/n^2$ by Snell's law, so $2\sin\theta\cos\theta\,d\theta=-2n^2m\,dm$. The hemispherical absorptance is
\begin{equation}
a=\int_0^{\pi/2}2\sin\theta\cos\theta\left(1-e^{-2\tau/m}\right)d\theta
=2n^2\int_{m_c}^{1}m\left(1-e^{-2\tau/m}\right)dm .
\label{eq:a}
\end{equation}
Comparison with \eqref{eq:p} gives
\begin{equation}
p=\frac{a}{4n^2\tau},\qquad 4n^2\tau\,\Phi(E,\mu)\,p=a\,\Phi(E,\mu).
\label{eq:recip}
\end{equation}
The slab emits through its front as a body of emissivity $a$, which is Kirchhoff's law carried over to a finite $\mu$.

The edge likewise emits $\varepsilon\,\Phi(E_2,\mu)$ per unit edge area, where $\varepsilon$ is its absorptance for light sent in from outside. Such light is refracted to within the critical angle $\theta_c$ of the slab's axis. It meets the faces at $90^\circ-\theta_c$ or more from their normal, which exceeds $\theta_c$ if $n>\sqrt2$, and so it stays trapped. It travels at least to the far mirror and back. The value used here is that of the shortest path,
\begin{equation}
\varepsilon=1-e^{-2\alpha_2L}.
\label{eq:eps}
\end{equation}

\subsection{The photon balance}

Let $\phi$ be the quantum yield, the fraction of excitations that decay by emitting light. Non-radiative decay then occurs at $(1-\phi)/\phi$ times the total emission rate. With \eqref{eq:phimu} the total emission per unit front area is
\begin{equation}
4n^2\left[\tau_2\Phi(E_2,\mu)+\tau_1\Phi(E_1,\mu)\right]
=4n^2\left(\tau_2+\frac{\tau_1}{C_{\max}}\right)\Phi(E_2,\mu).
\label{eq:total}
\end{equation}
Let $a_{\rm in}$ be the absorptance for the incident sunlight. Let $s=1$ for a bare front, and $s=0$ for a front covered by an ideal filter that reflects $E_2$ and passes $E_1$. Equating absorbed photons to all losses per unit front area,
\begin{align}
a_{\rm in}\Phi_1=\Phi(E_2,\mu)\Big[&\frac{a_1}{C_{\max}}+s\,a_2+\frac{\varepsilon}{G}\nonumber\\
&+4n^2\Big(\tau_2+\frac{\tau_1}{C_{\max}}\Big)\frac{1-\phi}{\phi}\Big].
\label{eq:balance}
\end{align}
The terms on the right are emission through the front at $E_1$, emission through the front at $E_2$, the useful output, and non-radiative decay. Since $\Phi_2=\varepsilon\Phi(E_2,\mu)$,
\begin{equation}
C=\frac{\varepsilon\,a_{\rm in}}{\dfrac{a_1}{C_{\max}}+s\,a_2+\dfrac{\varepsilon}{G}+4n^2\Big(\tau_2+\dfrac{\tau_1}{C_{\max}}\Big)\dfrac{1-\phi}{\phi}} .
\label{eq:C}
\end{equation}

Every term after the first in the denominator is non-negative, so $C\le\varepsilon(a_{\rm in}/a_1)C_{\max}$. This is below $C_{\max}$ whenever $a_{\rm in}\le a_1$, which makes the directional condition precise. For uniform excitation, the bound with the hemispherical average $f_1$ holds if the slab does not absorb better from the sun's direction than it does on average. In an optically thick slab the condition of uniformity matters. A beam at normal incidence is absorbed somewhat deeper than diffuse light, and photons re-emitted there at $E_1$ escape less easily, so $C$ can slightly exceed the $C_{\max}$ referred to the averaged flux. This does not violate the second law, because the occupation within the beam is much higher than $f_1$.

For an ideal dye and filter with $\varepsilon=a_{\rm in}=a_1=1$,
\begin{equation}
C=\frac{G\,C_{\max}}{G+C_{\max}},\qquad
\eta=\frac CG=\frac1{1+G/C_{\max}},
\label{eq:ideal}
\end{equation}
where $\eta$ is the fraction of incident photons that reach the receiver. For $G\ll C_{\max}$ nearly all photons are collected and $C\simeq G$. At $G=C_{\max}$ half are collected. As long as the excitation stays uniform, the bound itself is approached for $G\gg C_{\max}$, where $\eta$ tends to zero. A solar cell behaves similarly: it reaches its highest voltage when no current is drawn.

\subsection{The same result photon by photon}

Equation \eqref{eq:C} can also be found by following an excitation through successive re-emissions. By \eqref{eq:total} a radiative decay gives a photon at $E_2$ with probability $b_2=\tau_2/(\tau_2+\tau_1/C_{\max})$, and at $E_1$ with probability $b_1=1-b_2$. A photon at $E_2$ leaves through the edge with probability $p_e=\varepsilon/(4n^2\tau_2G)$, the edge output divided by the emission at $E_2$. Photons that do not escape are absorbed again. Summing the geometric series over generations,
\begin{equation}
\eta=\frac{a_{\rm in}\,\phi\,b_2\,p_e}{1-\phi\left[b_1(1-p_1)+b_2(1-s\,p_2-p_e)\right]} .
\label{eq:series}
\end{equation}
Because $b_1+b_2=1$, the denominator is $1-\phi+\phi(b_1p_1+s\,b_2p_2+b_2p_e)$. Multiply numerator and denominator by $4n^2(\tau_2+\tau_1/C_{\max})/\phi$ and use \eqref{eq:recip}. The numerator becomes $a_{\rm in}\varepsilon/G$ and the denominator becomes that of \eqref{eq:C}, so $G\eta=C$. Reabsorption is therefore not itself a loss. It gives each excitation further chances to be lost by the routes already listed.

\subsection{A red dye in acrylic}

Take rough values for a red perylene-type dye in acrylic: absorption at 575 nm, emission at 615 nm, $n=1.49$ and $T=300$ K. The photon energies are $E_1=2.1562$ eV and $E_2=2.0160$ eV, and $kT=0.02585$ eV. Then
\begin{equation}
C_{\max}=\left(\frac{2.0160}{2.1562}\right)^2e^{0.1402/0.02585}
=0.8741\times227.0\simeq198 .
\end{equation}

The sun is modelled as a black body at 5800 K with a half-angle of 4.65 mrad, without an atmosphere. Its occupation at $E_1$ is 0.0136, and \eqref{eq:dilution} reduces this to $f_1=2.9\times10^{-7}$. The incident flux is $1.35\times10^{17}$ photons/(cm$^2$\,s\,eV), and the bound allows $2.67\times10^{19}$ in the same unit at the edge. The limiting occupation there is $f_2=6.7\times10^{-5}$, so the light is still dilute. By \eqref{eq:excess} the finite-occupation correction is $6.6\times10^{-5}$ of the dilute value.

The shift of 0.140 eV lies between two limits. By \eqref{eq:end} the bound for the averaged sunlight ends at 0.389 eV. For direct, undiluted sunlight it would already end at 0.112 eV. A medium that exchanged light at $E_1$ only with the sun's disc would thus face no limit from \eqref{eq:full}. A uniformly excited slab that absorbs equally from all outside directions does face one.

The entropy balance also shows the role of coupling. At ten times the limiting $f_2$, one conversion changes the entropy by $-2.30\,k$, which is forbidden. With two absorbed photons for each one emitted, the change is $+66.1\,k$, which the second law allows.

Let the slab be 3 mm thick and 300 mm long, so $G=100$, with $\tau_1=3$ and $\tau_2=0.03$. For sunlight at normal incidence $a_{\rm in}=1-e^{-6}=0.9975$, and $\varepsilon$ has the same value. The hemispherical absorptances are $a_1=0.9988$ and $a_2=0.0666$. The terms in the denominator of \eqref{eq:C} are
\begin{align}
\frac{a_1}{C_{\max}}&=\frac{0.9988}{198.4}=0.0050, &
\frac{\varepsilon}{G}&=0.0100, \nonumber\\
a_2&=0.0666, &
8.88\times0.0451\times\frac{0.05}{0.95}&=0.0211 .
\label{eq:terms}
\end{align}
The last is the non-radiative term for a yield of 0.95, with $4n^2=8.88$ and $\tau_2+\tau_1/C_{\max}=0.0451$. The numerator is $0.9975^2=0.995$. With the slab held fixed, the four combinations are:
\begin{center}
\begin{tabular}{lcc}
 & filter & no filter\\
$\phi=1$ & 66.3 & 12.2\\
$\phi=0.95$ & 27.6 & 9.7
\end{tabular}
\end{center}
The ideal slab collects 66\% of the incident photons at $E_1$, and the slab with neither advantage collects 9.7\%. Here the open front costs more than the imperfect yield, as the terms in \eqref{eq:terms} show.

A larger slab does not remove these losses. In \eqref{eq:C} with a filter, and with $\tau_1$, $\tau_2$ and $\varepsilon$ held fixed, raising $G$ to $10^5$ brings the ideal dye to 197.3 and the dye of yield 0.95 to 38.1. The non-radiative term does not depend on $G$, so it sets a ceiling of its own. These numbers are limits of the formula, not predictions for a longer slab with the same dye loading. Light at $E_2$ travels on average $d/\tau_2=100$ mm between absorptions, so in a slab 300 m long the excitation cannot be uniform. The edge then drains only the region near it, and when photons are followed through the slab without assuming uniform excitation the concentration levels off near 92 for the ideal dye and 27 for the yield of 0.95. To approach the bound with an ideal dye, $\tau_2$ must be no more than about $a_1/(4n^2C_{\max})\simeq6\times10^{-4}$, and preferably well below it, while $\alpha_2L$ is large enough that $\varepsilon\simeq1$. Emission at $E_2$ is then weak compared with the exchange of light at $E_1$ through the front, so the sunlight holds $\mu$ near its limit even beside the edge. Beyond that the length hardly matters: for diffuse light $C/C_{\max}$ is about 0.8 at $\tau_2=3\times10^{-3}$ and 0.97 at $\tau_2=3\times10^{-4}$, whether $\alpha_2L$ is 3 or 3000.

\subsection{Temperature, bandwidth and real devices}

A slab in the sun runs warm. At 330 K, with $E_1$ and $E_2$ unchanged, $C_{\max}$ falls from 198 to 121, because the same heat delivered to a warmer bath produces less entropy.

Real bands have width. If the slab is black within an absorbing band and an emitting band, balance at zero extraction limits the ratio of total fluxes to
\begin{equation}
C_{\rm tot}=\frac{\int_{\rm em}E^2e^{-E/kT}\,dE}{\int_{\rm abs}E^2e^{-E/kT}\,dE}.
\label{eq:band}
\end{equation}
Over a band of width $w$ centred at $E_0$, with $E^2$ taken as constant, each integral is $E_0^2e^{-E_0/kT}\,2kT\sinh(w/2kT)$. Equal widths therefore nearly cancel, and two bands of 0.08 eV give 198.2. Widening the absorbing band to 0.12 eV about the same centre lowers the result to 89.6. Its red edge has moved toward the emission, and the Boltzmann factor makes that edge the strongest path for light to escape.

The wavelengths, index and slab size are in the range of dye-doped acrylic plates, but the two-band spectrum is a simplification. A real dye has continuous, overlapping absorption and emission, and the change from 198 to 90 shows how strongly the bound depends on the red edge of absorption. The perfect filter and mirrors are idealizations. Removing the filter alone takes the model from 66 to 12, and the yield of 0.95 then takes it to 9.7. Surface reflection, neglected here, would turn away 3.9\% of normally incident light and 9\% of light averaged over the hemisphere, so that $a_1$ and $\varepsilon$ fall to about 0.91. In \eqref{eq:C} this lowers the concentration by about 4\% for the ideal dye with a filter and by 9 to 11\% in the other three cases. The uniform excitation is also an idealization. For the 300 mm slab it raises the four tabulated concentrations by about 4 to 6\%, and the error grows if the slab is lengthened at the same dye loading. These figures describe the model and are not measured performance.

A different coupling of the receiver raises the numbers. If the receiver is joined to the edge by a medium of the slab's index, the flux inside that medium may be larger by $n^2=2.22$, and the bound on it becomes $2.22\times198\simeq440$. The occupation $f_2$ is still limited by \eqref{eq:full}; the additional flux comes from the larger number of modes. The remaining figures are in the numerical output that follows.

\section*{Computed results}
\begin{verbatim}
absorbed, emitted wavelength: 575, 615 nm
E1, E2: 2.1562, 2.0160 eV
E1 - E2: 0.1402 eV
T: 300 K; kT: 0.02585 eV; (E1-E2)/kT: 5.425
sun: 5800 K, half-angle 4.65 mrad
occupation of direct sunlight at E1: 0.0136
hemisphere-averaged occupation f1: 2.932e-07
incident flux: 1.347e+17 photons/(cm2 s eV)
(E2/E1)^2: 0.8741; lattice count: 0.8776
exp((E1-E2)/kT): 227.0
bound Cmax at 300 K: 198.4
Cmax from entropy and lattice count: 199.2
largest emitted flux: 2.673e+19 photons/(cm2 s eV)
limiting occupation f2: 6.655e-05
finite-occupation correction f2/(f1 exp) - 1: 6.63e-05
test at f1 = 1e-03: f2 from rates 0.2933
  full formula 0.2933, dilute 0.2270
shift where bound ends, averaged sun: 0.389 eV
shift where bound ends, direct sun: 0.112 eV
entropy at 10 x limit, one photon in: -2.30 k
entropy at 10 x limit, two photons in: 66.1 k
slab: n 1.49, d 3 mm, L 300 mm, G 100
alpha*d at E1, E2: 3.00, 0.03
normal absorptance at E1: 0.9975
hemispherical absorptance a1, a2: 0.9988, 0.0666
escape probability p1, p2: 0.0375, 0.2499
edge emissivity: 0.9975
G*Cmax/(G+Cmax): 66.5
C, ideal dye and filter: 66.3
  collection efficiency: 66.3 %
C, yield 0.95, filter: 27.6
C, ideal dye, no filter: 12.2
C, yield 0.95, no filter: 9.7
  collection efficiency: 9.7 %
C at G = 1e5, ideal dye and filter: 197.3
C at G = 1e5, yield 0.95, filter: 38.1
Cmax at 330 K: 121.2
total-flux bound, both bands 0.08 eV: 198.2
total-flux bound, absorbing band 0.12 eV: 89.6
n^2 gain of an optically coupled receiver: 2.22
neglected normal reflection: 3.9 %
\end{verbatim}
